# Decay of a circular Rydberg atom, free and between plates

## Problem

A one-electron atom has core charge 1 and a fixed nucleus. Spin and relativity are neglected. A circular state is a state with $l=m=n-1$, the largest values that its level $n$ allows. The atom starts in the circular state with $n=51$, in an environment at zero temperature.

1. To which lower states can it decay by electric-dipole radiation, and at what frequency?
2. Find the transition dipole. Which $n$ should be put into the estimate $n^2/\sqrt2$ (in units of $ea_0$)?
3. Find the lifetime in free space.
4. The atom is placed between two parallel, ideal, very wide conducting plates with gap $L$. For which gaps and which orientations of the orbit does the decay stop?

## Hints

1. The dipole operator changes $m$ by at most 1. Compare this with the largest $m$ in each lower level.
2. The radial functions of circular states have no nodes, so each integral is a factorial. For large $n$, expand about $N=n-\tfrac12$, midway between the two levels.
3. Write the golden rule for general field modes. The same formula then serves for free space and for the plates.
4. The electric field along a conducting plate vanishes at its surface. Ask what this does to the lowest frequency of such a field, and whether a field normal to the plates suffers the same fate.

## Solution

### 1. Channel and frequency

The operators $x\pm iy$ change $m$ by $\pm1$, and $z$ leaves it unchanged. From $m=n-1$ the final state must therefore have $m'\ge n-2$. A lower level $n'\le n-1$ has $m'\le n'-1\le n-2$. Both conditions hold only for $n'=n-1$ and $l'=m'=n-2$, the next circular state. There is one channel.

With the energies $-hRc/n^2$, where $R$ is the Rydberg constant, the frequency is

$$f=Rc\left[\frac1{(n-1)^2}-\frac1{n^2}\right]=Rc\,\frac{2n-1}{n^2(n-1)^2}.$$

For $n=51$,

$$f=3\,289\,842\ \text{GHz}\times\frac{101}{2601\times2500}=51.10\ \text{GHz},$$

and the wavelength is $\lambda=c/f=5.867$ mm. For hydrogen, the finite proton mass divides $f$ by $1+m_e/m_p$ and gives 51.07 GHz.

### 2. Dipole

**Radial part.** Lengths are in units of $a_0$. The function $u=r^ne^{-r/n}$ obeys

$$\frac{u''}{u}=\frac{n(n-1)}{r^2}-\frac2r+\frac1{n^2},$$

which is the radial equation for $l=n-1$ and energy $-1/(2n^2)$ hartree. Hence $R_n=u/r$ up to normalization:

$$R_n=\mathcal N_n r^{n-1}e^{-r/n},\qquad \mathcal N_n^2=\frac{(2/n)^{2n+1}}{(2n)!}.$$

The radial integral between the two states contains $r^2\cdot r\cdot r^{n-1}r^{n-2}=r^{2n}$:

$$X=\mathcal N_n\mathcal N_{n-1}\int_0^\infty r^{2n}e^{-ar}dr=\mathcal N_n\mathcal N_{n-1}\frac{(2n)!}{a^{2n+1}},\qquad a=\frac1n+\frac1{n-1}=\frac{2n-1}{n(n-1)}.$$

Squaring, with $(2n)!/(2n-2)!=2n(2n-1)$, gives

$$X^2=2n(2n-1)\,\frac{2^{4n}}{n^{2n+1}(n-1)^{2n-1}}\left[\frac{n(n-1)}{2n-1}\right]^{4n+2}
=\frac{2^{4n+1}n^{2n+2}(n-1)^{2n+3}}{(2n-1)^{4n+1}}.$$

**Angular part.** Let $l=n-1$ be the initial value. With a positive constant, $Y_{ll}=c_l\sin^l\theta\,e^{il\phi}$, where

$$c_l^{-2}=2\pi I_l,\qquad I_l=\int_0^\pi\sin^{2l+1}\theta\,d\theta .$$

Integration by parts gives $I_l=2l\int\sin^{2l-1}\theta\cos^2\theta\,d\theta=2l(I_{l-1}-I_l)$, so $I_l/I_{l-1}=2l/(2l+1)$. Then

$$S\equiv\langle Y_{l-1,l-1}|\sin\theta\,e^{-i\phi}|Y_{ll}\rangle=2\pi c_{l-1}c_lI_l=\sqrt{\frac{I_l}{I_{l-1}}}=\sqrt{\frac{2l}{2l+1}} .$$

The $\phi$ integral removes the matrix elements of $x+iy$ and $z$. Thus $\langle x-iy\rangle=XS$ and $\langle x+iy\rangle=0$, which means

$$\langle f|\mathbf r|i\rangle=\frac{XS}{2}(1,\,i,\,0).$$

The vector lies in the orbit plane and is circularly polarized. Its length $D$ follows from

$$D^2=\frac{X^2S^2}{2}=X^2\,\frac{n-1}{2n-1}.$$

For $n=51$, $X=2524.7$ and $D=0.7036\times2524.7=1776.4$. The dipole is $d=ea_0D=1.506\times10^{-26}$ C m.

**Large $n$.** Put $n=N(1+s)$, $n-1=N(1-s)$ and $2n-1=2N$, with $s=1/(2N)$. The powers of 2 and $N$ combine to

$$D^2=\frac{N^4}{2}(1+s)^{2N+3}(1-s)^{2N+5}.$$

The logarithm of the last two factors is

$$(2N+4)\ln(1-s^2)+\ln\frac{1-s}{1+s}=-\frac1{2N}-\frac1N+O(N^{-2}),$$

so that, after a square root,

$$D=\frac{N^2}{\sqrt2}\left[1-\frac3{4N}+O(N^{-2})\right].$$

In terms of the lower number $n'=n-1=N-\tfrac12$, $N^2-\tfrac34N=n'^2+\tfrac14n'-\tfrac18$. In terms of the upper one it is $n^2-\tfrac74n+\tfrac58$. The correction linear in the quantum number is seven times smaller for the lower level. Indeed $50^2/\sqrt2=1767.8$ is 0.5% below $D$, while $51^2/\sqrt2=1839.2$ is 3.5% above it.

### 3. Lifetime in free space

Describe each field mode by a function $\mathbf F_k(\mathbf r)$ with $\int|\mathbf F_k|^2dV=1$. The vacuum energy $\hbar\omega_k/2$ is shared equally by the electric and magnetic fields, which fixes the mean square electric field at $(\hbar\omega_k/2\varepsilon_0)|\mathbf F_k|^2$. The orbit radius is about 0.14 micrometre, far below $\lambda$, so the field may be taken at the atom's centre. With $\mathbf d$ the dipole vector, the golden rule reads

$$\Gamma=\frac{2\pi}{\hbar^2}\sum_k\frac{\hbar\omega_k}{2\varepsilon_0}|\mathbf F_k^*\cdot\mathbf d|^2\delta(\omega_k-\omega)
=\frac{\pi\omega}{\varepsilon_0\hbar}\sum_k|\mathbf F_k^*\cdot\mathbf d|^2\delta(\omega_k-\omega).\tag{A}$$

In free space the modes are plane waves with $|\mathbf F_k|^2=1/V$. Their number per unit $\omega$ and solid angle, for each polarization, is $V\omega^2/(8\pi^3c^3)$. The two polarizations together give $|\mathbf d|^2-|\hat{\mathbf k}\cdot\mathbf d|^2$. Averaged over directions this is $\tfrac23d^2$, so its integral over solid angle is $8\pi d^2/3$. Therefore

$$\Gamma_0=\frac{\pi\omega}{\varepsilon_0\hbar}\,\frac{\omega^2}{8\pi^3c^3}\,\frac{8\pi d^2}{3}=\frac{\omega^3d^2}{3\pi\varepsilon_0\hbar c^3}.$$

With $\omega=2\pi f=3.211\times10^{11}$ rad/s and the dipole above, $\Gamma_0=31.66\ \text{s}^{-1}$ and $\tau=1/\Gamma_0=31.6$ ms.

The size can be understood classically. In atomic units, where $c=1/\alpha$, the rate is $\tfrac43\alpha^3\omega^3D^2$. For large $n$, $\omega\to n^{-3}$ and $D^2\to n^4/2$, so $\Gamma_0\to\tfrac23\alpha^3n^{-5}$. A classical electron on a circle of radius $n^2$ has acceleration $n^{-4}$ and radiates the power $\tfrac23\alpha^3n^{-8}$. Divided by the quantum $n^{-3}$, this is the same rate. At $n=51$ it gives 32.2 ms, 2% above the quantum result.

The low frequency makes the lifetime sensitive to heat. Thermal photons multiply the downward rate by $1+\bar n$, with $\bar n=1/(e^{hf/k_BT}-1)$. At 1 K, $\bar n=0.094$; at 300 K, $\bar n=122$, and the inverse downward rate is only 0.26 ms. Absorption to higher levels shortens the life further. A lifetime near 30 ms therefore needs a cold environment.

### 4. Between the plates

Let the plates be at $z=0$ and $z=L$. A field component along the plates vanishes at both, so it varies as $\sin(q\pi z/L)$ with $q=1,2,\dots$ If its wave number along the plates is $k_\parallel$,

$$\omega_k^2=c^2\left[k_\parallel^2+\left(\frac{q\pi}{L}\right)^2\right]\ge\left(\frac{\pi c}{L}\right)^2 .$$

Such a field has a frequency of at least $c/(2L)$. For $L<\lambda/2=2.93$ mm this exceeds $f$, and no mode at the atom's frequency has a field along the plates. If the orbit is parallel to the plates, $\mathbf d$ has no other component, every term in (A) vanishes, and $\Gamma=0$.

The orientation is essential. A field normal to the plates and uniform across the gap, $\mathbf F\propto\hat{\mathbf z}\,e^{i\mathbf k_\parallel\cdot\mathbf r}$, satisfies the boundary conditions at any frequency. A tilted orbit has a dipole component along $\hat{\mathbf z}$ and emits into this mode. The decay thus stops completely, for $L<\lambda/2$, when the orbit is parallel to the plates. At any other orientation the initial rate is not zero.

This result is for ideal plates and leading-order coupling. Absorbing plates, or plates with open edges close to the atom, leave a residual rate. The golden rule also needs a mode density that is smooth over the linewidth, which fails right at $L=\lambda/2$.

## Variation 1: a tilted orbit

*Let the orbit axis make an angle $\beta$ with the plate normal, with $L<\lambda/2$. Find the rate.*

Only the uniform normal mode contributes. For plate area $A$, $|\mathbf F|^2=1/(AL)$. The number of modes per unit $\omega$ is $A\omega/(2\pi c^2)$, since $k_\parallel=\omega/c$ in two dimensions. Equation (A) gives

$$\Gamma=\frac{\pi\omega}{\varepsilon_0\hbar}\,\frac{|d_z|^2}{AL}\,\frac{A\omega}{2\pi c^2}=\frac{\omega^2|d_z|^2}{2\varepsilon_0\hbar Lc^2},
\qquad
\frac{\Gamma}{\Gamma_0}=\frac{3\pi c}{2\omega L}\frac{|d_z|^2}{d^2}=\frac{3\lambda}{4L}\frac{|d_z|^2}{d^2}.$$

The dipole has two perpendicular components of size $d/\sqrt2$ in the orbit plane. Choose one along the plates; the other then has the projection $\sin\beta$ on $\hat{\mathbf z}$. So $|d_z|^2=\tfrac12d^2\sin^2\beta$ and

$$\frac{\Gamma}{\Gamma_0}=\frac{3\lambda}{8L}\sin^2\beta .$$

For $L=2.0$ mm, $L/\lambda=0.3409$ and the prefactor is $0.375/0.3409=1.100$. A tilt of 10 degrees gives $\Gamma/\Gamma_0=0.033$, so $1/\Gamma$ is about 950 ms. This $\Gamma$ is the initial rate. Its inverse is the lifetime if a magnetic field along the orbit axis, with level splittings far above $\hbar\Gamma_0$ but far below $\hbar\omega$, keeps the tilted state stationary. A splitting far above $\hbar\Gamma$ alone is not enough at very small tilt, where $\Gamma$ tends to zero while the differences between the rates $\Gamma_m$ below do not. Without such a field the tilted state is a superposition of $l=50$ states with different $m$ about the plate normal. Their initial rates are $\Gamma_m/\Gamma_0=\frac{3\lambda}{4L}\,\frac{l^2-m^2}{l(2l-1)}$, and the result above is the weighted mean of these. The part with $m=l$ has weight $\cos^{4l}(\beta/2)$ and does not decay; at 10 degrees it is 47% of the population, and the decay is far from exponential. At large tilt this part is negligible and the decay is close to exponential. An edge-on orbit, $\beta=90$ degrees, decays in 28.7 ms, faster than in free space. For that orientation the plates speed up the decay whenever $L<3\lambda/8=2.20$ mm.

## Variation 2: a gap just too wide

*Let the orbit be parallel to the plates, with $\lambda/2<L<\lambda$. Find the rate at height $z$.*

Now the $q=1$ modes are open, with $k_z=\pi/L$ and $k=\omega/c$. For each $\mathbf k_\parallel$ there are two. With $\hat{\mathbf t}$ the direction in the plates perpendicular to $\mathbf k_\parallel$, they are

$$\mathbf F_1=\sqrt{\frac2{AL}}\;\hat{\mathbf t}\,\sin(k_zz)\,e^{i\mathbf k_\parallel\cdot\mathbf r},$$

$$\mathbf F_2=\sqrt{\frac2{AL}}\left[\hat{\mathbf k}_\parallel\frac{k_z}{k}\sin(k_zz)+i\hat{\mathbf z}\frac{k_\parallel}{k}\cos(k_zz)\right]e^{i\mathbf k_\parallel\cdot\mathbf r}.$$

The factor 2 offsets the mean value $\tfrac12$ of $\sin^2$ and $\cos^2$; the factor $i$ makes the divergence of $\mathbf F_2$ vanish. A circular dipole has $|\mathbf d\cdot\hat{\mathbf u}|^2=d^2/2$ for any real unit vector $\hat{\mathbf u}$ in its plane. At fixed $k_z$, $k_\parallel dk_\parallel=\omega\,d\omega/c^2$, so the mode density is again $A\omega/(2\pi c^2)$. Thus

$$\frac{\Gamma}{\Gamma_0}=\frac{3\lambda}{4L}\left[1+\left(\frac{\lambda}{2L}\right)^2\right]\sin^2\frac{\pi z}{L}.$$

For $L=3.5$ mm, $L/\lambda=0.5966$. At mid-gap the ratio is $1.257\times1.702=2.14$, and the lifetime falls to 14.8 ms. As $L$ approaches $\lambda/2$ from above, the mid-gap ratio tends to $\tfrac32\times2=3$. In this ideal model, narrowing the gap through the cutoff switches the decay at mid-gap from three times the free rate to zero.

Numbers in the example were calculated in double precision.
